# Can a heavy ion bounce straight back off a lighter atom?: a program that tests the result

```python
# Result under test: in one elastic collision with a free atom at rest, a
# projectile with m1 > m2 is deflected by at most arcsin(m2/m1) < 90 degrees.
# mu = m2/m1; theta = laboratory deflection; chi = centre-of-mass deflection;
# x = final/initial projectile momentum; K = x^2 = retained energy fraction.
# Trajectories use angstrom, eV and atomic mass units (time unit follows).
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

M_AR, M_AL, M_W = 39.962, 26.982, 183.84
Z_AR, Z_AL, Z_W = 18, 13, 74
E0 = 500.0                  # eV, rough typical sputtering energy
T_TARGET = 400.0            # K, rough
LOSS = 10.0                 # eV, rough inelastic loss
ION_ENERGY = 16.0           # eV, rough ionization energy of Ar
WELL_DEPTH = 15.0           # eV, rough binding of a lattice atom
WELL_FREQ = 7.0e12          # Hz, rough vibration frequency in Al
NEIGHBOUR = 2.86            # angstrom, rough neighbour distance in Al
COULOMB = const.e / (4 * math.pi * const.epsilon_0) * 1e10   # eV angstrom
BOHR = const.physical_constants['Bohr radius'][0] * 1e10
SCREEN = ((0.18175, 3.19980), (0.50986, 0.94229),
          (0.28022, 0.40290), (0.02817, 0.20162))
deg = math.degrees
mu = M_AL / M_AR
theta_max = math.asin(mu)


def zbl(r, z2):
    """ZBL potential energy and repulsive force at separation r."""
    a = 0.8854 * BOHR / (Z_AR**0.23 + z2**0.23)
    energy = force = 0.0
    for c, d in SCREEN:
        term = COULOMB * Z_AR * z2 * c * math.exp(-d * r / a) / r
        energy += term
        force += term * (1 / r + d / a)
    return energy, force


# curvature of the binding well in eV/angstrom^2, and its Gaussian width
well_k = (M_AL * const.atomic_mass * (2 * math.pi * WELL_FREQ)**2
          / const.e * 1e-20)
well_width = math.sqrt(WELL_DEPTH / well_k)


def trajectory(b, m2=M_AL, z2=Z_AL, bound=False):
    """Return theta, K and forward speed/v0 at closest approach."""
    v0 = math.sqrt(2 * E0 / M_AR)

    def rhs(t, y):
        dx, dz = y[0] - y[2], y[1] - y[3]
        r = math.hypot(dx, dz)
        f = zbl(r, z2)[1] / r
        hold = 0.0
        if bound:
            hold = well_k * math.exp(-(y[2]**2 + y[3]**2)
                                     / (2 * well_width**2))
        return [y[4], y[5], y[6], y[7], f * dx / M_AR, f * dz / M_AR,
                (-f * dx - hold * y[2]) / m2, (-f * dz - hold * y[3]) / m2]

    def closest(t, y):
        return ((y[0] - y[2]) * (y[4] - y[6])
                + (y[1] - y[3]) * (y[5] - y[7]))
    closest.direction = 1
    sol = solve_ivp(rhs, (0, 20 / v0), [b, -8.0, 0, 0, 0, v0, 0, 0],
                    method='DOP853', rtol=1e-9, atol=1e-10, events=closest)
    assert sol.success
    vx, vz = sol.y[4, -1], sol.y[5, -1]
    return (math.atan2(abs(vx), vz), (vx**2 + vz**2) / v0**2,
            sol.y_events[0][0][5] / v0)


def outgoing(ratio, chi, release=0.0):
    """Final projectile velocity/v0; release is in units of E0."""
    centre = 1 / (1 + ratio)
    relative_energy = ratio / (1 + ratio)
    w = ratio * centre * math.sqrt(1 + release / relative_energy)
    return centre + w * np.cos(chi), w * np.sin(chi)


def retained(theta, ratio=mu, sign=1):
    root = math.sqrt(ratio**2 - math.sin(theta)**2)
    return ((math.cos(theta) + sign * root) / (1 + ratio))**2


# Newtonian trajectories against the conservation-law results
rows = []
for b in (0.0, 0.1, 0.3, 0.6, 1.0):
    th, k, v_close = trajectory(b)
    x = math.sqrt(k)
    assert abs((1 + mu) * x**2 - 2 * x * math.cos(th) + 1 - mu) < 1e-5
    rows.append((b, deg(th), k * E0))
    if b == 0:
        head_k, head_v = k, v_close
        assert th < 1e-6 and abs(v_close - 1 / (1 + mu)) < 1e-5
        assert abs(k - ((1 - mu) / (1 + mu))**2) < 1e-5


def largest(bound):
    return minimize_scalar(lambda b: -trajectory(b, bound=bound)[0],
                           bounds=(0.02, 1.5), method='bounded',
                           options={'xatol': 1e-6})


free = largest(False)
k_at_max = trajectory(free.x)[1]
assert abs(-free.fun - theta_max) < 1e-4
assert abs(k_at_max - (1 - mu) / (1 + mu)) < 2e-3
held = largest(True)
binding_shift = deg(-held.fun + free.fun)
assert abs(binding_shift) < 1.0
w_theta, w_k, _ = trajectory(0.0, M_W, Z_W)
assert abs(w_theta - math.pi) < 1e-6
assert abs(w_k - ((M_W - M_AR) / (M_W + M_AR))**2) < 1e-5

# Centre-of-mass scan: several mass ratios, equal masses, both branches
chi = np.linspace(0, math.pi, 200001)
for ratio in (0.1, 0.4, mu, 0.95):
    vz, vx = outgoing(ratio, chi)
    angles = np.arctan2(vx, vz)
    assert abs(angles.max() - math.asin(ratio)) < 1e-6
    assert abs(chi[angles.argmax()] - math.acos(-ratio)) < 1e-3
vz, vx = outgoing(1.0, chi[:-1])
assert 89.9 < deg(np.arctan2(vx, vz).max()) < 90
for c in (0.8, 1.5, 2.2, 2.6, 3.0):
    vz, vx = outgoing(mu, c)
    branch = 1 if c < math.acos(-mu) else -1
    assert abs(vz**2 + vx**2
               - retained(math.atan2(vx, vz), sign=branch)) < 1e-10
for c in (0.5, 1.5, 2.5, 3.1):
    vz, vx = outgoing(M_W / M_AR, c)
    assert abs(vz**2 + vx**2
               - retained(math.atan2(vx, vz), M_W / M_AR)) < 1e-10

# Inelastic loss, and the energy release needed for backward motion
e_cm = E0 * mu / (1 + mu)
vz, vx = outgoing(mu, chi, -LOSS / E0)
theta_loss = math.asin(mu * math.sqrt(1 - LOSS / e_cm))
assert abs(np.arctan2(vx, vz).max() - theta_loss) < 1e-6
release_needed = E0 * (1 - mu) / mu
release_root = brentq(lambda r: outgoing(mu, math.pi, r)[0], 0, 5) * E0
assert abs(release_root - release_needed) < 1e-6
vz, vx = outgoing(mu, chi, ION_ENERGY / E0)
theta_release = np.arctan2(vx, vz).max()

# Thermal motion: scan target direction and outgoing direction
v0_si = math.sqrt(2 * E0 * const.e / (M_AR * const.atomic_mass))
u_si = math.sqrt(3 * const.k * T_TARGET / (M_AL * const.atomic_mass))
eps = u_si / v0_si
out = np.linspace(0, math.pi, 8001)
theta_hot = 0.0
for phi in np.linspace(0, 2 * math.pi, 361):
    uz, ux = eps * math.cos(phi), eps * math.sin(phi)
    w = mu * math.hypot(1 - uz, ux) / (1 + mu)
    vz = (1 + mu * uz) / (1 + mu) + w * np.cos(out)
    vx = mu * ux / (1 + mu) + w * np.sin(out)
    theta_hot = max(theta_hot, np.arctan2(vx, vz).max())
shift_first = eps * math.hypot(mu, (1 + mu) * math.tan(theta_max))
# second-order terms are of relative size eps times a few
assert abs((theta_hot - theta_max) / shift_first - 1) < 0.06

# Successive collisions in three dimensions with atoms at rest
n_escape = math.floor(math.pi / 2 / theta_max) + 1
n_reverse = math.floor(math.pi / theta_max) + 1
bounds = {n: retained(math.pi / 2 / n)**n for n in range(n_escape, 7)}
assert n_escape == 3
rng = np.random.default_rng(4)
v = np.tile([0.0, 0.0, 1.0], (400000, 1))
for hit in (1, 2, 3):
    speed = np.linalg.norm(v, axis=1, keepdims=True)
    n = rng.normal(size=v.shape)
    n /= np.linalg.norm(n, axis=1, keepdims=True)
    v = (v + mu * speed * n) / (1 + mu)
    energy = (v**2).sum(axis=1)
    polar = np.arccos(np.clip(v[:, 2] / np.sqrt(energy), -1, 1))
    if hit < 3:
        assert polar.max() <= hit * theta_max + 1e-9
    if hit == 2:
        two_hit_sample = polar.max()
back = v[:, 2] < 0
assert back.any() and energy[back].max() <= bounds[3] + 1e-12
sample_best = energy[back].max()
# best coplanar split of a 90 degree turn, from the soft-collision table
soft = np.linspace(0, math.acos(-mu), 100001)
vz, vx = outgoing(mu, soft)
table_angle, table_k = np.arctan2(vx, vz), vz**2 + vx**2
part = np.linspace(0, theta_max, 801)
first, second = np.meshgrid(part, part)
third = math.pi / 2 - first - second
ok = (third >= 0) & (third <= theta_max)
k1, k2, k3 = (np.interp(q[ok], table_angle, table_k)
              for q in (first, second, third))
assert abs((k1 * k2 * k3).max() - bounds[3]) < 1e-4

a30 = math.radians(30)
print(f"Masses Ar, Al, W: {M_AR:.3f}, {M_AL:.3f}, {M_W:.2f} u")
print(f"Ion energy E0: {E0:.0f} eV")
print(f"Mass ratio mu, Al/Ar: {mu:.4f}")
print(f"Limit arcsin(mu): {deg(theta_max):.2f} deg")
print(f"Largest deflection from trajectories: {deg(-free.fun):.2f} deg")
print(f"  at impact parameter: {free.x:.3f} angstrom")
print(f"  c.m. angle arccos(-mu): {deg(math.acos(-mu)):.2f} deg")
print(f"  retained energy, formula: {E0*(1-mu)/(1+mu):.1f} eV")
print(f"  retained energy, trajectory: {k_at_max*E0:.1f} eV")
print("Trajectories: b (angstrom), deflection (deg), energy (eV)")
for b, angle, energy_out in rows:
    print(f"  {b:.1f}  {angle:.2f}  {energy_out:.1f}")
print(f"Head-on speed at closest approach: {head_v:.4f} v0, forward")
print(f"Head-on final energy on Al: {head_k*E0:.2f} eV, forward")
print(f"Head-on on W: {deg(w_theta):.1f} deg, {w_k*E0:.1f} eV")
print(f"At 30 deg, soft collision: {retained(a30)*E0:.1f} eV")
print(f"At 30 deg, hard collision: {retained(a30, sign=-1)*E0:.1f} eV")
print(f"Two-collision limit: {2*deg(theta_max):.2f} deg")
print(f"Largest two-collision sample: {deg(two_hit_sample):.2f} deg")
print(f"Fewest collisions to escape, normal incidence: {n_escape}")
print(f"Fewest collisions for a 180 deg turn: {n_reverse}")
for n, k in bounds.items():
    print(f"  energy bound for 90 deg turn, n={n}: {k*E0:.1f} eV")
print(f"Best backward 3-collision sample: {sample_best*E0:.1f} eV")
print("One-collision escape needs incidence from normal above: "
      f"{90-deg(theta_max):.2f} deg")
print(f"Ion speed: {v0_si/1000:.2f} km/s")
print(f"Al rms thermal speed at {T_TARGET:.0f} K: {u_si/1000:.3f} km/s")
print(f"Thermal shift, first order: {deg(shift_first):.2f} deg")
print(f"Thermal shift, full scan: {deg(theta_hot-theta_max):.2f} deg")
print(f"Centre-of-mass energy Ec: {e_cm:.1f} eV")
print(f"Limit with {LOSS:.0f} eV loss: {deg(theta_loss):.2f} deg")
print(f"Limit with {ION_ENERGY:.0f} eV release: {deg(theta_release):.2f} deg")
print(f"Release needed for backward motion: {release_needed:.1f} eV")
print(f"Well depth, frequency: {WELL_DEPTH:.0f} eV, {WELL_FREQ/1e12:.0f} THz")
print(f"Well width parameter: {well_width:.2f} angstrom")
print(f"Shift of limit by binding: {binding_shift:+.3f} deg")
print(f"Neighbour distance in Al: {NEIGHBOUR:.2f} angstrom")
print(f"ZBL energy at half that distance: {zbl(NEIGHBOUR/2, Z_AL)[0]:.1f} eV")
print("OK")
```

It prints:

```
Masses Ar, Al, W: 39.962, 26.982, 183.84 u
Ion energy E0: 500 eV
Mass ratio mu, Al/Ar: 0.6752
Limit arcsin(mu): 42.47 deg
Largest deflection from trajectories: 42.47 deg
  at impact parameter: 0.216 angstrom
  c.m. angle arccos(-mu): 132.47 deg
  retained energy, formula: 96.9 eV
  retained energy, trajectory: 96.9 eV
Trajectories: b (angstrom), deflection (deg), energy (eV)
  0.0  0.00  18.8
  0.1  34.41  37.0
  0.3  40.62  156.8
  0.6  25.26  363.1
  1.0  10.11  477.1
Head-on speed at closest approach: 0.5969 v0, forward
Head-on final energy on Al: 18.80 eV, forward
Head-on on W: 180.0 deg, 206.6 eV
At 30 deg, soft collision: 310.3 eV
At 30 deg, hard collision: 30.3 eV
Two-collision limit: 84.94 deg
Largest two-collision sample: 84.93 deg
Fewest collisions to escape, normal incidence: 3
Fewest collisions for a 180 deg turn: 5
  energy bound for 90 deg turn, n=3: 119.6 eV
  energy bound for 90 deg turn, n=4: 185.7 eV
  energy bound for 90 deg turn, n=5: 232.0 eV
  energy bound for 90 deg turn, n=6: 266.4 eV
Best backward 3-collision sample: 113.7 eV
One-collision escape needs incidence from normal above: 47.53 deg
Ion speed: 49.14 km/s
Al rms thermal speed at 400 K: 0.608 km/s
Thermal shift, first order: 1.19 deg
Thermal shift, full scan: 1.21 deg
Centre-of-mass energy Ec: 201.5 eV
Limit with 10 eV loss: 41.16 deg
Limit with 16 eV release: 44.55 deg
Release needed for backward motion: 240.5 eV
Well depth, frequency: 15 eV, 7 THz
Well width parameter: 1.67 angstrom
Shift of limit by binding: +0.082 deg
Neighbour distance in Al: 2.86 angstrom
ZBL energy at half that distance: 13.2 eV
OK
```
